\section*{AAA Poles for the Fermi Function, Compared with Continued Fractions}

\section{Definitions and conventions}

Let $x=(\varepsilon-\mu)/kT$ be the energy measured from the chemical potential in units of $kT$. The Fermi function is
\begin{equation}
f(x)=\frac{1}{1+e^{x}}=\frac12-\frac12\tanh\frac x2 .
\end{equation}
Its poles are the points where $e^x=-1$, namely $x=\pm i\omega$ with $\omega=\pi,3\pi,5\pi,\dots$ (the Matsubara poles). There the derivative of $1+e^x$ is $e^x=-1$, so every residue is $-1$.

For a real symmetric one-electron Hamiltonian $H$ the density matrix per spin is $f(A)$, with $A=(H-\mu)/kT$. The aim is a short sum of resolvents in its place. If
\begin{equation}
f(x)\approx F(x)=c_0+2\,\mathrm{Re}\sum_j\frac{\rho_j}{x-p_j},\qquad \mathrm{Im}\,p_j>0,
\label{polesum}
\end{equation}
then $F(A)=c_0+2\,\mathrm{Re}\sum_j\rho_j(A-p_j)^{-1}$. The real part may be taken element by element because $A$ is real, so a conjugate pair of poles costs one resolvent. Both $F(A)$ and $f(A)$ are diagonal in the eigenvectors of $A$; hence the spectral norm of $F(A)-f(A)$ is the largest $|F-f|$ at the eigenvalues.

The approximation is required on a window $|x|\le X$ that contains the spectrum, with absolute error at most $\delta$. Poles are counted in both half planes.

\section{The naive scheme: truncate a continued fraction}

A ready-made rational approximation comes from
\begin{equation}
\tanh y=\cfrac{y}{1+\cfrac{y^2}{3+\cfrac{y^2}{5+\cdots}}},\qquad y=\frac x2,
\end{equation}
cut after $n$ levels, with $n$ even.

\subsection{Its poles}

Let $D=\mathrm{diag}(1,3,\dots,2n-1)$ and let $J$ have ones next to the diagonal and zeros elsewhere. Eliminating the unknowns of a tridiagonal system from the bottom upwards gives $[(D+iyJ)^{-1}]_{11}=1/(1+y^2/(3+\cdots))$, because each elimination subtracts $(iy)^2=-y^2$ divided by the next pivot. Write $D+iyJ=D^{1/2}(1+iyB)D^{1/2}$, where $B$ has the off-diagonal elements $B_{k,k+1}=1/\sqrt{(2k-1)(2k+1)}$. Since $D_{11}=1$, the truncated fraction is $y\,[(1+iyB)^{-1}]_{11}$.

Changing the sign of every second component of an eigenvector of $B$ turns the eigenvalue $b$ into $-b$ and keeps the squared first component $v_1^2$. For even $n$ no eigenvalue is zero. Combining $\pm b$,
\begin{equation}
\frac12\tanh\frac x2\approx\frac x4\sum_{b>0}\frac{2v_1^2}{1+x^2b^2/4}
=\sum_{b>0}\frac{v_1^2}{b^2}\,\frac{2x}{x^2+4/b^2}.
\end{equation}
Because $2x/(x^2+\zeta^2)=1/(x-i\zeta)+1/(x+i\zeta)$, this is a pole sum with $c_0=\frac12$, poles $\pm 2i/b$ and residues $-v_1^2/b^2$.

\subsection{Its error}

Let $A_n/B_n$ now denote the truncated fraction as a quotient of polynomials. Numerators and denominators obey the same recurrence, $W_n=(2n-1)W_{n-1}+y^2W_{n-2}$, with $A_0=0$, $A_1=y$, $B_0=B_1=1$. Their sum $\theta_n(y)=B_n+A_n$ starts with $\theta_0=1$, $\theta_1=1+y$. With $\nu=n+\frac12$,
\begin{equation}
\theta_n(y)=\sqrt{2/\pi}\;y^{\nu}e^{y}K_\nu(y),
\end{equation}
since $K_\nu=K_{\nu-2}+\frac{2(\nu-1)}{y}K_{\nu-1}$ multiplied by $y^\nu$ is the recurrence above, and $K_{1/2}$, $K_{3/2}$ give the starting values. $A_n$ is odd and $B_n$ even in $y$, so $B_n-A_n=\theta_n(-y)$. With $R=\theta_n(-y)/\theta_n(y)$ the approximant is
\begin{equation}
f_n=\frac12-\frac12\,\frac{1-R}{1+R}=\frac{R}{1+R}.
\end{equation}

For $y>0$ the continuation $K_\nu(e^{i\pi}y)=e^{-i\pi\nu}K_\nu(y)-i\pi I_\nu(y)$ gives
\begin{equation}
R=e^{-2y}\left[1-i\pi e^{i\pi\nu}\frac{I_\nu(y)}{K_\nu(y)}\right].
\end{equation}
For even $n$, $e^{i\pi\nu}=i$, so the second term is positive. Hence $R=e^{-x}+q$, with
\begin{equation}
q=\pi e^{-x}\frac{I_\nu(x/2)}{K_\nu(x/2)},\qquad
f_n-f=\frac{q}{(1+e^{-x}+q)(1+e^{-x})}\quad(x>0).
\label{cferr}
\end{equation}
For $x<0$ the error has the opposite sign. At fixed $x$ the ratio $I_\nu/K_\nu$ tends to zero as $\nu\to\infty$, which also proves that the fraction converges to $\tanh y$. For $n=20$ a test compared (\ref{cferr}) with the pole sum up to $x=500$; they agreed to $4\times10^{-15}$.

\subsection{What goes wrong}

For large order, with $z=x/2$, the leading uniform asymptotics is
\begin{equation}
\ln\frac{\pi I_\nu(z)}{K_\nu(z)}\approx2\sqrt{\nu^2+z^2}-2\nu\,\mathrm{arsinh}\frac{\nu}{z}.
\end{equation}
For $z\gg\nu$ the right side is $2z+\nu^2/z-2\nu^2/z=2z-\nu^2/z$. The next term, $\nu^4/(12z^3)$, is small relative to $\nu^2/z$; it can be dropped from the exponent where it is also small compared with 1, as happens at fixed error and large $x$. The term $2z$ cancels $e^{-x}$, so
\begin{equation}
q\approx e^{-2\nu^2/x}.
\end{equation}
At this order the error grows with $x$ and is worst at the window edge. Setting it equal to $\delta$ there gives
\begin{equation}
n\approx\sqrt{\tfrac12X\ln(1/\delta)}-\tfrac12,\qquad X\gg\ln(1/\delta).
\label{sqrtlaw}
\end{equation}
The condition is the earlier $z\gg\nu$ with this $\nu$ inserted. At fixed energy width $X\propto1/T$, so the pole count grows as $T^{-1/2}$ on cooling. The fraction is accurate near $x=0$ and poor at the edge, although $f$ is nearly constant there.

\section{Logarithmically many poles are sufficient}

Is the square root a property of $f$ or of the fraction? The partial-fraction expansion $f=\frac12-\sum_\omega 2x/(x^2+\omega^2)$ decides this. Far from the origin its poles are dense on the scale of their distance from the real axis, and groups of them can be merged.

Take a block $a\le\omega<2a$ with $a=\pi2^k$. For $k\ge1$ it holds $a/2\pi$ poles. Replace $1/(x-i\omega)=i/(\omega+ix)$, as a function of $\omega$, by its interpolant at $J$ Chebyshev nodes $c_j$ of $[a,2a]$. Summed over the block, the interpolant is $\sum_jW_j/(x-ic_j)$, where $W_j$ is the sum of the Lagrange polynomial $\ell_j(\omega)$ over the block: $J$ poles replace all the others. With $t=(\omega-\frac32a)/(\frac12a)$, the interpolation error for one pole is
\begin{equation}
\frac{i}{\omega+ix}\,\frac{T_J(t)}{T_J(t_c)},\qquad t_c=-3-\frac{2ix}{a},
\end{equation}
because subtracting it from the function cancels the singularity at $\omega=-ix$, leaves a polynomial of degree $J-1$, and changes nothing at the nodes. Here $|T_J(t)|\le1$ and $|\omega+ix|\ge a$. The roots of $T_J$ are real and lie in $(-1,1)$, so $|T_J(t_c)|\ge T_J(3)$. With the conjugate poles, a block contributes at most $2\cdot\frac{a}{2\pi}\cdot\frac{1}{aT_J(3)}=\frac{1}{\pi T_J(3)}$. Blocks with at most $J$ poles are left as they are.

Beyond $\Omega=\pi2^K\ge X$, with $K\ge1$, put $u=1/\omega^2$, so that the terms are $2xu/(1+x^2u)$, and interpolate $1/(1+x^2u)$ on $0\le u\le1/\Omega^2$. In the variable $2\Omega^2u-1$ the singularity lies at $-1-2\Omega^2/x^2\le-3$, so the error of the interpolated factor is at most $1/T_J(3)$. By convexity $1/\omega^2$ is at most its mean over $[\omega-\pi,\omega+\pi]$, and these intervals tile $[\Omega,\infty)$. Thus $\sum u\le1/(2\pi\Omega)$, and the tail contributes at most $2X/(2\pi\Omega T_J(3))\le1/(\pi T_J(3))$. Altogether
\begin{equation}
|\text{error}|\le\frac{K+1}{\pi T_J(3)}\quad\text{with at most } J(K+1)\text{ pole pairs}.
\end{equation}
Since $T_J(3)\ge\frac12(3+\sqrt8)^J$ and $K$ grows as $\log_2X$, the count that guarantees an error $\delta$ is of order $\ln X\,[\ln(1/\delta)+\ln\ln X]$; the second term comes from the factor $K+1$ in the bound.

This proves sufficiency; it is not an economical recipe. With $J=12$ it uses 152 poles at $X=1000$ and 224 at $X=10^4$. The observed error is $2.2\times10^{-11}$ in both cases, well below the bounds of $4.1\times10^{-9}$ and $5.4\times10^{-9}$. A better scheme should choose the poles from the function itself.

\section{Letting the samples choose: AAA}

AAA represents the approximant by support points $z_j$ taken from the samples, the values $f_j=f(z_j)$, and weights $w_j$:
\begin{equation}
r(x)=\frac{N(x)}{D(x)},\quad
N=\sum_{j=1}^m\frac{w_jf_j}{x-z_j},\quad
D=\sum_{j=1}^m\frac{w_j}{x-z_j}.
\end{equation}
At $x\to z_j$ one term dominates both sums, so $r(z_j)=f_j$ if $w_j\ne0$. Multiplying both by $\prod_j(x-z_j)$ shows that $r$ has at most $m-1$ poles.

Each step adds the sample with the largest error to the support. The weights follow from the other samples $x_i$, with values $F_i$, through
\begin{equation}
F_iD(x_i)-N(x_i)=\sum_j\frac{F_i-f_j}{x_i-z_j}\,w_j .
\end{equation}
This is linear in $w$. Its least-squares minimum at $\|w\|=1$ is the last right singular vector of the Loewner matrix $(F_i-f_j)/(x_i-z_j)$. The quantity minimized is the true error times $D(x_i)$. The samples therefore do not count equally. Multiplying row $i$ by $1+|x_i|$ is a heuristic choice that puts more emphasis on distant energies. In the example below, at 25 support points, the largest sampled error is $3.0\times10^{-9}$ with this weight and $1.07\times10^{-8}$ without. This is one comparison, not a general rule. At neighbouring numbers of support points (21, 26, 27) the unweighted fit is the better one, and the pole counts tabulated at the end come out the same without the weight. With the noisy samples of the next section the weighted fit is clearly worse: its largest sampled error, $5.7\times10^{-2}$ against $1.2\times10^{-4}$, comes from a spurious pole close to a sample, and even with all spurious poles subtracted it is still off by $3\times10^{-4}$.

The samples are 800 points $x=\sinh s$ with $s$ evenly spaced, dense in the thermal region and geometrically spread outside. The error is judged on a second, finer grid. AAA has no guarantee of convergence or optimality, so this check is part of the method.

\subsection{Poles and residues}

A pole satisfies $D(p)=0$. With $v_j=1/(p-z_j)$, $Z=\mathrm{diag}(z_j)$ and $\mathbf 1$ the vector of ones,
\begin{equation}
w^Tv=0,\qquad (p-Z)v=\mathbf 1 .
\end{equation}
Let the columns of $Q$ span the vectors orthogonal to $w$, and those of $P$ the vectors orthogonal to $\mathbf 1$. The first condition gives $v=Qy$; multiplying the second by $P^T$ removes its right side:
\begin{equation}
P^TZQ\,y=p\,P^TQ\,y .
\end{equation}
Conversely, a solution has $(p-Z)Qy=c\mathbf 1$. If no weight vanishes then $c\neq0$, so $Qy$ is proportional to $v$ and $D(p)=0$. This eigenvalue problem of size $m-1$ gives the poles. If $\sum_jw_j=0$, one of them has moved to infinity. At a simple pole
\begin{equation}
\rho=\frac{N(p)}{D'(p)},\qquad D'(p)=-\sum_j\frac{w_j}{(p-z_j)^2}.
\end{equation}
Contour integrals of $r$ around the poles reproduced these residues to a relative $5\times10^{-11}$.

\section{What goes wrong with the raw AAA poles}

Suppose the sampled occupations carry errors, here uniform noise of amplitude $10^{-6}$ at $X=500$. With 31 support points AAA returns 30 poles, and 15 of them have residues of magnitude at most $1.1\times10^{-4}$. All 15 lie on the real axis inside the window.

Near such a pole $r\approx g+\rho/(x-p)$ with a smooth background $g\approx f$. The equation $r=c$ then has a root at
\begin{equation}
x=p-\frac{\rho}{g-c},
\end{equation}
a distance of order $|\rho|$ away. A pole and a root that nearly cancel form a Froissart doublet. The level $c=0$ is a poor probe, because $f$ itself vanishes at large positive $x$; for $c=-1$ the denominator $1+f$ lies between 1 and 2 on the real axis. The predicted roots were found with a median mismatch of $2\times10^{-6}$ relative to the shift. The genuine poles have no such partner: their smallest distance to a root is 0.694. This is close to $\ln2=0.693$, as expected, since $f=-1$ means $e^x=-2$, or $x=\ln2+i\pi$ beside the pole $i\pi$.

The extra term $\rho/(x-p)$ of a doublet is small far from its pole and ruinous close to it. At $x=p+\rho$ the extra term equals one. For the doublet at $x=163.38$ with $\rho=1.05\times10^{-4}$, a level at that distance receives an occupation wrong by 1.0000. A grid may or may not reveal this: the worst deviation at the samples is $5.7\times10^{-2}$, of which the doublets account, at that sample, for all but about $10^{-6}$, while the finer grid shows only $5.6\times10^{-3}$. The true supremum is infinite.

\subsection{Removal}

The analytic structure of $f$ supplies the criteria. Its residues are $-1$, and a pole that stands for several others should carry a larger one; poles with $|\rho|\le0.1$ are therefore discarded. Moreover $f$ is analytic for $|\mathrm{Im}\,x|<\pi$, so poles with $|\mathrm{Im}\,p|\le\pi/2$ inside the window are discarded as well. The two thresholds are choices; here the residues leave a wide gap, from $1.1\times10^{-4}$ to 1.002. A real pole outside the window with a large residue is kept, because no level meets it and it carries part of the fit; it enters the sum once, as $\rho/(x-p)$.

With the poles fixed, the residues are refitted by linear least squares. For $\rho=\alpha+i\beta$ and $h=1/(x-p)$,
\begin{equation}
2\,\mathrm{Re}(\rho h)=2\alpha\,\mathrm{Re}\,h-2\beta\,\mathrm{Im}\,h ,
\end{equation}
which is linear in the real unknowns $\alpha$, $\beta$ and $c_0$.

In the noisy case 15 poles remain: seven pairs and one real pole outside the window. The error on the fine grid falls to $1.73\times10^{-4}$, still far above the noise. Refitting the same poles to noise-free values gives $1.72\times10^{-4}$, so the limit lies in the poles and not in the noise of the residues. Conversely, the 24 poles of a noise-free run, refitted to the noisy values, reach $3.2\times10^{-7}$. Removal takes away the spikes but does not improve the poles that remain. How good these are varies strongly from run to run: the same noisy samples give about $4\times10^{-6}$ after cleaning without the row weight, and $2\times10^{-5}$ if the weighted run stops at 18 support points, while four other noise draws give $9\times10^{-6}$ to $4\times10^{-4}$ with the weight. None of these reaches the noise-free poles. As $f$ is known in closed form, its poles should be computed from clean values. In the noise-free run below all 24 raw poles pass the criteria.

\section{A tight-binding chain}

Take an open chain of 200 sites with hopping 2 eV, $\mu=0.5$ eV and $kT=0.01$ eV (116 K). The levels lie within $\pm4$ eV, hence within 4.5 eV of $\mu$. A half-width of 5 eV contains them, and $X=5/0.01=500$. For $\delta=10^{-8}$ AAA stops at 25 support points with 24 poles, that is 12 resolvents, and an error of $1.9\times10^{-9}$ on the fine grid.

The first pole and residue agree with $i\pi$ and $-1$ to the five decimals printed. Farther out the poles spread and their residues grow, as merging suggests. Between the poles at heights 212.8 and 356.6 there is room for $143.8/2\pi\approx23$ Matsubara poles; the real parts of the two residues, $-16.5$ and $-31.6$, average $-24$. The outermost pole, near $200+2155i$, and $c_0=0.572$ show that the fit obeys the symmetry $f(-x)=1-f(x)$ only approximately, to within twice its error on the window. As $|x|\to\infty$ the sum tends to $c_0$, not to 0 or 1, so a level far outside the window would be filled wrongly.

Counting both spins, diagonalization gives 216.0192493 electrons and a band energy of $-503.836436$ eV. AAA gives 216.0192494 and the same energy to the printed digits. The electron error is bounded by $2\times200\times1.94\times10^{-9}=7.8\times10^{-7}$, where $1.94\times10^{-9}$ is the spectral-norm error of the density matrix.

The continued fraction with 24 poles gives 212.448 electrons and $-475.309$ eV: 3.57 electrons too few and 28.5 eV too high. Its spectral-norm error is $6.5\times10^{-2}$. The asymptotic formula explains the size: at the bottom of the band $|x|\approx450$, $q\approx\exp(-2\cdot24.5^2/450)=0.069$, and $q/(1+q)=0.065$. The signs follow from (\ref{cferr}): levels below $\mu$ lose occupation and levels above gain it, and here more levels lie below and reach farther from $\mu$, where the error is larger. To reach $10^{-8}$ the fraction needs 68 poles; (\ref{sqrtlaw}) gives 67.4, and the next even number is 68.

\section{Pole counts and the choice of method}

For $\delta=10^{-8}$ the smallest counts found are as follows. For AAA this means the first step whose kept poles form complex pairs and whose error passes on the fine grid.

\begin{center}
\begin{tabular}{rrrr}
$X$ & AAA & fraction & (\ref{sqrtlaw})\\
\hline
10 & 8 & 12 & 9.1\\
100 & 18 & 32 & 29.8\\
1000 & 28 & 96 & 95.5\\
10000 & 38 & 304 & 303.0
\end{tabular}
\end{center}

In this table the AAA count rises by 10 per decade of $X$. A count can shift by one pair of poles with the number of samples or with details of the floating-point implementation, so the even spacing should not be read as a law. The slow growth is a measured pattern, compatible with the logarithmic sufficiency result but not implied by it. The fraction follows the square-root law closely once $X\gg\ln(1/\delta)=18.4$; at $X=10$ this condition fails, and the law is too low.

At high temperature or for a narrow spectrum the gain is small, 8 poles against 12, and the fraction has real advantages: its poles come from one symmetric tridiagonal matrix, its error is known in closed form, and no cleaning is needed. At $X=10^4$ AAA saves a factor of eight in resolvents. The price is a fit tied to its window, which must be checked for spurious poles and on independent energies before use. The poles and residues for the chain are listed in the numerical output.

\section*{Computed values}
\begin{verbatim}
chain: 200 sites, hopping 2.0 eV, mu 0.5 eV, kT 0.01 eV
temperature 116.0 K, half-width 5.0 eV, X = 500
AAA support points 5: sampled error 9.32e-01
AAA support points 10: sampled error 3.03e-02
AAA support points 15: sampled error 1.79e-04
AAA support points 20: sampled error 1.57e-06
AAA support points 25: sampled error 3.02e-09
stop: support points 25, raw poles 24, kept 24
error on independent grid 1.94e-09 (target 1e-08), c0 = 0.572345042
  pole -0.00000 +3.14159i  residue -1.00000 -0.00000i
  pole +0.00005 +9.42598i  residue -1.00113 +0.00006i
  pole +0.00807 +15.82479i  residue -1.06371 +0.00441i
  pole +0.09518 +23.56494i  residue -1.48336 +0.02630i
  pole +0.36155 +35.45462i  residue -2.37442 +0.05971i
  pole +0.85558 +54.44612i  residue -3.77358 +0.09769i
  pole +1.58446 +84.57309i  residue -5.99359 +0.13407i
  pole +2.56161 +132.82712i  residue -9.70239 +0.18251i
  pole +4.05949 +212.78739i  residue -16.50383 +0.32436i
  pole +7.52313 +356.62871i  residue -31.58107 +0.92815i
  pole +21.26470 +676.15030i  residue -82.41766 +4.68199i
  pole +199.88685 +2155.20723i  residue -686.23940 +127.26154i
sampled error at the stop: weighted rows 3.02e-09, unweighted 1.07e-08
residue formula vs contour integral, relative: 5.2e-11
diagonalization: electrons 216.0192493, band energy -503.836436 eV
AAA: electrons 216.0192494, band energy -503.836436 eV
continued fraction, 24 poles: electrons 212.4477488, band energy -475.308639 eV
spectral-norm error: AAA 1.94e-09, continued fraction 6.51e-02
continued-fraction poles for the target at X = 500: 68
noise 1e-06: 31 support points, 30 poles, 15 doublets
large-residue poles in the window strip 0, kept 15, of these real outside window 1
largest doublet |residue| 1.1e-04, smallest other 1.002
worst sampled deviation +5.7232e-02, doublets alone give +5.7231e-02
independent grid: raw 5.62e-03, cleaned 1.73e-04
same poles refitted to noise-free data 1.72e-04
the 24 noise-free poles refitted to noisy data 3.19e-07
doublet root position, median relative mismatch 2.3e-06
kept poles: smallest distance to a root of r = -1 is 0.694
real doublets in window 15; one at x = 163.3791, residue 1.05e-04
occupation error at distance |residue| from it: 1.0000
continued fraction n = 20: error at x = 500 is 0.1572, formula off by 4e-15
X = 10: AAA 8 poles, continued fraction 12, square-root law 9.1
X = 100: AAA 18 poles, continued fraction 32, square-root law 29.8
X = 1000: AAA 28 poles, continued fraction 96, square-root law 95.5
X = 10000: AAA 38 poles, continued fraction 304, square-root law 303.0
block construction X = 1000: 152 poles, error 2.2e-11, bound 4.1e-09
block construction X = 10000: 224 poles, error 2.2e-11, bound 5.4e-09
\end{verbatim}
